# Spin degeneracy in electron emission from a doublet defect

**Question**

I am modelling electron emission from a deep donor in silicon. The occupied defect holds one unpaired electron, so it is a spin doublet. After emission the defect is empty and is a singlet. I know the capture coefficient \(C\) of the empty defect and the depth \(\Delta\) of the level below the conduction band, and I have been using

\[
e_{\rm nd}=C\,N_c\,e^{-\Delta/kT}.
\]

A colleague says that this nondegenerate formula needs a spin factor. I can't see which way it should go. The occupied defect has two spin states, so shouldn't there be twice as many ways to emit? And why may an equilibrium argument be used for a depletion region, which is not in equilibrium? How large is the correction compared with everything else I neglect?

**Answer**

The two spin states are alternatives: the defect is in one or the other, so their emission rates are averaged, not added. Detailed balance then fixes the factor.

**Definitions**

Measure energies from the conduction-band edge, so that the one-electron level lies at \(-\Delta\), and let \(\mu\) be the Fermi level on the same scale. Let \(P_0\) and \(P_1\) be the probabilities that the defect is empty or holds one electron, with degeneracies \(g_0=1\) and \(g_1=2\).

The capture rate of an empty defect is \(Cn\), where \(n\) counts electrons of both spins and \(C\) includes capture into either final spin state. The emission rate \(e\) is per occupied defect. I assume dilute band electrons, thermal internal states of the defect, no magnetic field and, for now, no electric field. \(\Delta\) contains every free-energy difference between the two charge states except their spin degeneracy.

**Equilibrium occupation**

The grand-canonical weight of a charge state is its degeneracy times \(\exp[-(E-\mu N)/kT]\). The empty state has \(E=0,\ N=0\); the occupied one has \(E=-\Delta,\ N=1\). Hence

\[
\frac{P_1}{P_0}=\frac{g_1}{g_0}\,e^{(\mu+\Delta)/kT}=2\,e^{(\mu+\Delta)/kT}.
\]

A further charge state would change the normalization of the probabilities, but not this ratio.

For a dilute parabolic band with density-of-states mass \(m\),

\[
n=2\int\!\frac{d^3k}{(2\pi)^3}\,e^{(\mu-\hbar^2k^2/2m)/kT}.
\]

The leading 2 counts spin. Each of the three Gaussian integrals gives

\[
\frac{1}{2\pi}\int_{-\infty}^{\infty}\!dk\,e^{-\hbar^2k^2/2mkT}
=\frac{1}{2\pi}\sqrt{\frac{2\pi mkT}{\hbar^2}}
=\frac{\sqrt{2\pi mkT}}{h},
\]

so that

\[
n=N_c\,e^{\mu/kT},\qquad N_c=2\left(\frac{2\pi mkT}{h^2}\right)^{3/2}.
\]

**Detailed balance**

In equilibrium, capture and its reverse, emission, balance each other separately from any other process:

\[
C\,n\,P_0=e\,P_1 .
\]

Solve for \(e\) and insert the two results above:

\[
e=C\,n\,\frac{P_0}{P_1}
=C\,N_c\,e^{\mu/kT}\;\frac12\,e^{-(\mu+\Delta)/kT}.
\]

The Fermi level cancels, leaving

\[
\boxed{e=\tfrac12\,C\,N_c\,e^{-\Delta/kT}=\tfrac12\,e_{\rm nd}}
\]

at the same \(C\) and \(\Delta\).

The cancellation of \(\mu\) answers your question about the depletion region. For dilute carriers, emission depends on the defect's internal state and on the available band states, not on how many electrons the band holds. Removing the electrons stops capture but leaves \(e\) unchanged, provided that the spin and vibrational states stay thermal and the field does not alter the transition.

**Where the half sits microscopically**

Let \(w_{\sigma s}(k)\) be the rate at which an electron in band state \(k\) with spin \(s\) is captured into defect spin state \(\sigma\), and \(v_{\sigma s}(k)\) the reverse rate. A single spin state has \(P_\sigma/P_0=e^{(\mu+\Delta)/kT}\), and a dilute band state of energy \(\varepsilon_k\) has occupation \(e^{(\mu-\varepsilon_k)/kT}\). Balance of this one pair of processes reads

\[
P_0\,e^{(\mu-\varepsilon_k)/kT}\,w_{\sigma s}=P_\sigma\,v_{\sigma s}
\quad\Rightarrow\quad
v_{\sigma s}=w_{\sigma s}\,e^{-(\varepsilon_k+\Delta)/kT}.
\]

Capture is summed over all initial electrons and both final defect spins. Emission is averaged over the two initial defect spins and summed over final band states:

\[
Cn=e^{\mu/kT}\sum_{\sigma sk}w_{\sigma s}\,e^{-\varepsilon_k/kT},
\qquad
e=\frac12\,e^{-\Delta/kT}\sum_{\sigma sk}w_{\sigma s}\,e^{-\varepsilon_k/kT}.
\]

Since \(n=N_ce^{\mu/kT}\), the common sum equals \(CN_c\), and the boxed result returns. If spin is conserved, the picture is simple: a spin-up defect electron can enter only the spin-up half of the band, whereas \(N_c\) counts both halves. Spin-flip transitions open more exits, but they raise \(C\) by the same proportion, so the half survives.

I tested this with golden-rule sums for a defect coupled to one 40 meV vibration (Huang–Rhys factor 6, \(\Delta=0.60\) eV, 300 K), summing emission and capture separately. The ratio \(e/e_{\rm nd}\) was 0.500000 both with spin conservation and with spin-flip channels added. The spin-flip couplings were arbitrary numbers that do not respect time-reversal symmetry, so in that case \(e\) is the thermal average of two unequal rates. Each pair of transitions in these sums obeys detailed balance, so the ratio does not depend on the vibrational overlaps. The test checks the spin counting, not the vibrational model.

**When the factor is already included**

There are two ways to count it twice.

1. *The level is defined by half occupation.* Setting \(P_1=P_0\) gives \(1=2e^{(\mu_{1/2}+\Delta)/kT}\), so

\[
\mu_{1/2}=-\Delta-kT\ln2,\qquad e=C\,N_c\,e^{\mu_{1/2}/kT}.
\]

If your "level" is this Fermi level, add no further factor.

2. *The capture coefficient refers to one final spin state.* For unpolarized electrons and no magnetic field, time-reversal symmetry makes the two final spin states equally likely, so capture into one chosen state has coefficient \(C_1=C/2\). Then \(e=C_1N_ce^{-\Delta/kT}\), again without an explicit half.

The factor also depends on which charge states take part. If a two-electron singlet emits to the doublet, with depth \(\Delta_2\) and capture coefficient \(C_2\), then \(P_2/P_1=\tfrac12e^{(\mu+\Delta_2)/kT}\), and the balance \(C_2nP_1=e_2P_2\) gives

\[
e_2=2\,C_2\,N_c\,e^{-\Delta_2/kT}.
\]

**Numbers for a deep double donor**

Take \(T=300\) K, \(kT=25.85\) meV, \(\Delta=0.60\) eV, \(m=1.08\,m_e\) (this mass already includes the six conduction valleys of silicon; one valley has about \(0.33\,m_e\)) and \(C=10^{-7}\) cm³/s. Then \(N_c=2.82\times10^{19}\) cm⁻³ and \(e^{-\Delta/kT}=8.33\times10^{-11}\), so

\[
e_{\rm nd}=10^{-7}\times2.82\times10^{19}\times8.33\times10^{-11}
\approx 235\ {\rm s^{-1}},
\qquad e\approx117\ {\rm s^{-1}} .
\]

The emission time is 8.5 ms instead of 4.3 ms.

With \(n=10^{14}\) cm⁻³ before depletion, the filling rate is \(Cn=10^7\) s⁻¹. The ratio \(P_1/P_0=Cn/e\) is \(8.5\times10^4\), which agrees with a direct thermal sum over the defect's charge and spin states. The nondegenerate rate would give \(4.3\times10^4\), in conflict with that sum.

Some defects start with two electrons. For \(\Delta_2=0.30\) eV, \(P_2/P_1=0.19\). With \(C_2\) set equal to \(C\), the second electron leaves at \(5.1\times10^7\) s⁻¹, long before the slow transient that you would fit.

**What the half does to fitted parameters**

If \(C\) and \(\Delta\) do not vary with temperature, a plot of \(\ln(e/T^{3/2})\) against \(1/kT\) has slope \(-\Delta\). The half shifts the intercept only, so the slope cannot reveal it. Omitting it when extracting \(C\) from a measured rate and a known \(\Delta\) makes \(C\) too small by a factor of two. Omitting it when extracting \(\Delta\) from a known \(C\) makes the level appear too deep by \(kT\ln2=17.9\) meV.

A temperature-dependent level is more troublesome. If \(\Delta(T)=\Delta_0-\alpha T\), then

\[
e^{-\Delta(T)/kT}=e^{\alpha/k}\,e^{-\Delta_0/kT},
\]

and the slope gives \(\Delta_0\), not the depth at 300 K. For \(\alpha=0.25\) meV/K, a rough size for the shrinkage of the whole silicon gap, the apparent energy is 0.675 eV and the prefactor grows by a factor of 18. For this \(\alpha\), inserting \(\Delta_0\) into the rate formula without the prefactor would be a much larger error than losing the half. The level may follow only part of the gap shift, and the error is then smaller.

**Comparison with a real device**

These parameters are in the regime of singly ionized selenium in silicon, whose level is roughly 0.6 eV deep at low temperature. Its 300 K depth may be smaller: if it followed the whole gap shrinkage between 0 and 300 K, about 45 meV, the rate would rise by a factor of about 6. The capture coefficient is a round choice, so 117 s⁻¹ is not a prediction for selenium. An 18 meV error in the level alone would change the rate by a factor of two.

The largest correction I estimated at fixed 300 K depth comes from the electric field. Emission from the singly ionized double donor leaves a charge \(+2|q|\), with \(|q|\) the elementary charge. Along the escape direction the electron's potential energy, divided by \(|q|\), is \(-A/r-Fr\), with \(A=2|q|/(4\pi\epsilon)\). Its maximum satisfies \(A/r^2=F\), so \(r=\sqrt{A/F}\), and the barrier is lowered by \(2\sqrt{AF}\). For uniform doping \(N\) and depletion width \(W\), \(F=|q|NW/\epsilon\) and the band bending is \(V=|q|NW^2/2\epsilon\); eliminating \(W\) gives the peak field \(F=\sqrt{2|q|NV/\epsilon}\). With \(N=10^{14}\) cm⁻³, \(V=3\) V and relative permittivity 11.7, this is 0.0096 MV/cm. The lowering is 31 meV, and the Boltzmann factor rises by a factor of 3.3. This is an estimate for the most favourable direction at the peak field; other directions and weaker fields give less. At an angle \(\theta\) to that direction the field component is \(F\cos\theta\), so the lowering is multiplied by \(\sqrt{\cos\theta}\). If the opposite hemisphere is taken as unchanged, the average over directions, with \(u=\cos\theta\) and \(31\ {\rm meV}/kT\approx1.19\), is

\[
\frac12+\frac12\int_0^1 e^{1.19\sqrt u}\,du\approx1.6 .
\]

This assumes that the electron crosses the lowered barrier without scattering. The assumption is marginal here: the lowering is only about \(kT\), and the barrier top at 16 nm lies outside the Coulomb radius \(A/(kT/|q|)\approx9.5\) nm. In the opposite limit of diffusive escape, Onsager's result \(2I_1(a)/a\), with \(I_1\) the modified Bessel function and \(a=1.19\), gives about 1.2. Near the peak field these two limits give 1.2 and 1.6, so the effect approaches the spin factor only for ballistic escape, and it is weaker in the rest of the depletion region. The zero-field \(C\) and \(\Delta\) should be compared with low-field emission data.

The other estimates, each made separately, are smaller:

- Tunnelling through a triangular barrier at the same field, in the semiclassical approximation with mass \(0.19\,m_e\) and no Coulomb attraction, gives a factor of about 1.2, but this overstates the effect. The integral comes from energies within \(\hbar\theta=(q^2F^2\hbar^2/2m)^{1/3}\approx6\) meV of the band edge, where the semiclassical approximation fails, and it counts the states that leak below the edge without the compensating change above it. Weighting the exact (Airy-function) local density of states in a uniform field with \(e^{-\varepsilon/kT}\) gives \(\exp[(\hbar\theta/kT)^3/12]\approx1.001\), so tunnelling is negligible at this field.
- Rough band nonparabolicity of 0.5 eV⁻¹ raises \(N_c\) by 5%.
- Ten excited valley-orbit states placed 0.2 eV above the occupied ground state raise its partition function by 0.2%. If \(\Delta\) is measured from that ground state, this lowers \(e\) by the same fraction at fixed total \(C\).
- If one 40 meV vibration softens to 36 meV in the occupied defect, and \(\Delta\) is the zero-phonon energy, the factor becomes 0.477 instead of 0.5. Several soft modes would multiply such corrections.
- Band degeneracy is negligible here, since \(n/N_c\approx4\times10^{-6}\).

Finally, check the valence band. The empty defect can be refilled by emitting a hole. With gap \(E_g\), hole density \(p=N_ve^{-(E_g+\mu)/kT}\) and hole capture coefficient \(C_h\), the balance \(C_hpP_1=e_hP_0\) gives

\[
e_h=2\,C_h\,N_v\,e^{-(E_g-\Delta)/kT}.
\]

For \(E_g=1.12\) eV and a hole mass of \(1.10\,m_e\), \(e_h\) reaches 10% of \(e\) when \(C_h=1.1\times10^{-10}\) cm³/s. In the depleted region the occupied fraction \(f\) obeys \(\dot f=-ef+e_h(1-f)\), so the transient decays at \(e+e_h\). Reading that decay rate as \(e\) is safe only if \(C_h\) is well below this value. The remaining values are in the numerical output below.

## Calculated quantities

```
temperature                        300 K
thermal energy kT                  25.852 meV
level depth Delta                  0.60 eV
second-electron level depth        0.30 eV
capture coefficient C              1.0e-07 cm3/s
electron density-of-states mass    1.08 m_e
hole density-of-states mass        1.10 m_e
band gap                           1.12 eV
relative permittivity              11.7
doping                             1.0e+14 cm-3
band bending                       3.0 V
Nc                                 2.8165e+19 cm-3
Nv                                 2.8951e+19 cm-3
Fermi level from band edge         -0.3244 eV
Boltzmann factor exp(-Delta/kT)    8.3261e-11
rate, nondegenerate formula        234.50 1/s
rate, with factor one half         117.25 1/s
rate from equilibrium balance      117.25 1/s
emission time, nondegenerate       4.264 ms
emission time, with one half       8.529 ms
filling rate C n                   1.000e+07 1/s
P1/P0 from Fock space              8.5286e+04
P1/P0 kinetics, with one half      8.5286e+04
P1/P0 kinetics, nondegenerate      4.2643e+04
P2/P1 from Fock space              0.1946
second-electron emission rate      5.140e+07 1/s
half-occupation Fermi level        -0.61792 eV
kT ln 2                            17.92 meV
golden rule, spin conserving       0.500000
golden rule, with spin flips       0.500000
golden rule, 40 to 36 meV mode     0.477378
vibrational ratio Z0/Z1, that mode 0.954756
level shift slope (size)           0.25 meV/K
apparent Arrhenius energy          0.6750 eV
Arrhenius prefactor gain           18.19
peak depletion field               0.00963 MV/cm
Coulomb barrier lowering           30.80 meV
distance of barrier top            15.99 nm
Coulomb lowering rate factor       3.291
tunnelling mass                    0.19 m_e
triangular tunnelling rate factor  1.187
valley-orbit gap (rough)           0.20 eV
valley-orbit excited states        10
valley-orbit partition factor      1.00218
nonparabolicity (rough)            0.50 1/eV
nonparabolic Nc factor             1.0490
band degeneracy n/Nc               3.55e-06
hole C for 10 percent hole rate    1.10e-10 cm3/s
```
